# Bound states of a Dirac particle at a tanh mass wall: test program

```python
"""Bound states of a one-dimensional Dirac particle with a kink mass.

H = c sigma_y p + m c^2 tanh(x/w) sigma_x,   p = -i hbar d/dx
Result under test: E_n^2 = (hbar c/w)^2 n (2 lam - n), integers 0 <= n < lam,
with lam = m c w/hbar; one state for n = 0, a pair +-E_n for each n >= 1.
Scaled variables: s = x/w, e = E w/(hbar c). Spinor components: u, v.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma


def formula_levels(lam):
    """All scaled bound energies predicted by the formula, sorted."""
    n = np.arange(1, int(np.ceil(lam)))
    positive = np.sqrt(n * (2 * lam - n))
    return np.sort(np.concatenate((-positive, [0.0], positive)))


# --- Symbolic square of the full Hamiltonian, all constants kept ---
x = sp.symbols("x", real=True)
hb, c, m, w = sp.symbols("hbar c m w", positive=True)
f, g = sp.Function("f")(x), sp.Function("g")(x)
sigma_x = sp.Matrix([[0, 1], [1, 0]])
sigma_y = sp.Matrix([[0, -sp.I], [sp.I, 0]])


def apply_dirac(psi):
    kinetic = c * sigma_y * (-sp.I * hb) * psi.diff(x)
    return kinetic + m * c**2 * sp.tanh(x / w) * sigma_x * psi


squared = apply_dirac(apply_dirac(sp.Matrix([f, g])))
lam_sym = m * c * w / hb
sech2 = 1 - sp.tanh(x / w)**2
for row, func, sign in ((0, f, 1), (1, g, -1)):
    well = (hb * c / w)**2 * lam_sym * (lam_sym + sign) * sech2
    partner = -(hb * c)**2 * func.diff(x, 2) + (m**2 * c**4 - well) * func
    assert sp.expand(squared[row] - partner) == 0

# --- Shape invariance and ladder-built states (scaled variables) ---
s = sp.symbols("s", real=True)
mu = sp.symbols("mu", positive=True)


def lower(func, k):
    return sp.diff(func, s) + k * sp.tanh(s) * func


def raise_(func, k):
    return -sp.diff(func, s) + k * sp.tanh(s) * func


trial = sp.Function("q")(s)
difference = (lower(raise_(trial, mu), mu)
              - raise_(lower(trial, mu - 1), mu - 1) - (2 * mu - 1) * trial)
assert sp.expand(difference) == 0

lam_test = sp.Rational(39, 10)
for n in range(4):
    state = sp.cosh(s)**(-(lam_test - n))
    for k in range(n - 1, -1, -1):
        state = raise_(state, lam_test - k)
    residual = (raise_(lower(state, lam_test), lam_test)
                - n * (2 * lam_test - n) * state)
    residual_function = sp.lambdify(s, residual, "numpy")
    state_function = sp.lambdify(s, state, "numpy")
    points = np.array([-1.3, -0.4, 0.25, 0.9, 1.7])
    scale = np.max(np.abs(state_function(points)))
    assert scale > 1e-3
    assert np.max(np.abs(residual_function(points))) < 1e-9 * scale


# --- First-order Dirac equation integrated from both sides ---
def decaying_solution(side, e, lam, far=12.0):
    """Solution decaying at side*infinity, evaluated at s = 0.

    The factor exp(-kappa |s|) is removed to keep the numbers moderate.
    """
    e = np.atleast_1d(np.asarray(e, dtype=float))
    kappa = np.sqrt(lam**2 - e**2)

    def rhs(position, y):
        u, v = y.reshape(2, -1)
        mass = lam * np.tanh(position)
        du = e * v - mass * u + side * kappa * u
        dv = mass * v - e * u + side * kappa * v
        return np.concatenate((du, dv))

    start = np.concatenate((np.ones_like(e), side * e / (kappa + lam)))
    result = solve_ivp(rhs, (side * far, 0.0), start, method="DOP853",
                       rtol=1e-10, atol=1e-12)
    assert result.success
    return result.y[:, -1].reshape(2, -1)


def mismatch(e, lam):
    u_left, v_left = decaying_solution(-1, e, lam)
    u_right, v_right = decaying_solution(1, e, lam)
    return u_left * v_right - v_left * u_right


def integrated_levels(lam):
    """Every energy in the gap at which the two decaying solutions match."""
    grid = np.linspace(-1, 1, 400) * lam * (1 - 1e-4)
    values = mismatch(grid, lam)
    roots = []
    for i in np.flatnonzero(values[:-1] * values[1:] < 0):
        roots.append(brentq(lambda e: mismatch(e, lam)[0],
                            grid[i], grid[i + 1], xtol=1e-11))
    return np.array(roots)


for lam in (0.6, 1.0, 2.3, 3.0):
    found, expected = integrated_levels(lam), formula_levels(lam)
    assert len(found) == len(expected), (lam, found, expected)
    assert np.max(np.abs(found - expected)) < 1e-7

# --- Worked example: electron mass, round wall width ---
width = 1.5e-12
rest_energy = const.m_e * const.c**2
energy_unit = const.hbar * const.c / width
lam = const.m_e * const.c * width / const.hbar
kev = 1e3 * const.e
pm = 1e-12
levels = integrated_levels(lam)
expected = formula_levels(lam)
assert len(levels) == len(expected)
assert np.max(np.abs(levels - expected)) < 1e-7
n_max = int(np.ceil(lam)) - 1
numerical = levels[n_max:]
predicted = expected[n_max:]
inverse_decay = np.sqrt(lam**2 - numerical**2)
assert np.allclose(inverse_decay, lam - np.arange(n_max + 1), atol=1e-6)

# --- Diagonalization of the two partner wells on a sinc grid ---
step = 0.1
grid = np.arange(-200, 201) * step
index = np.arange(len(grid))
gap = index[:, None] - index[None, :]
safe_gap = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(gap) / safe_gap**2) / step**2
delta = 1e-4
slope = (np.tanh(grid + delta) - np.tanh(grid - delta)) / (2 * delta)
partner_levels = []
for sign in (-1, 1):
    potential = lam**2 * np.tanh(grid)**2 + sign * lam * slope
    values = eigh(kinetic + np.diag(potential), eigvals_only=True)
    partner_levels.append(values[values < lam**2])
upper_levels, lower_levels = partner_levels
assert len(upper_levels) == n_max + 1 and len(lower_levels) == n_max
assert np.allclose(upper_levels, numerical**2, atol=1e-6)
assert np.allclose(lower_levels, upper_levels[1:], atol=1e-6)

# --- Explicit first excited spinor and zero-mode density ---
e1 = numerical[1]


def u1(t):
    return np.tanh(t) * np.cosh(t)**(1 - lam)


def v1(t):
    return np.cosh(t)**(1 - lam) / e1


t = np.linspace(-3, 3, 13)
du = (u1(t + delta) - u1(t - delta)) / (2 * delta)
dv = (v1(t + delta) - v1(t - delta)) / (2 * delta)
assert np.max(np.abs(du + lam * np.tanh(t) * u1(t) - e1 * v1(t))) < 1e-6
assert np.max(np.abs(-dv + lam * np.tanh(t) * v1(t) - e1 * u1(t))) < 1e-6
weight_u = quad(lambda z: u1(z)**2, -20, 20, points=[0])[0]
weight_v = quad(lambda z: v1(z)**2, -20, 20, points=[0])[0]
assert abs(weight_u / weight_v - 1) < 1e-6

norm = quad(lambda z: np.cosh(z)**(-2 * lam), -20, 20, points=[0])[0]
peak_density = gamma(lam + 0.5) / (width * np.sqrt(np.pi) * gamma(lam))
assert abs(peak_density * width * norm - 1) < 1e-8

# --- Numbers for the text ---
print(f"wall width w = {width / pm:.3f} pm")
print(f"reduced Compton length hbar/(m c) = {width / lam / pm:.6f} pm")
print(f"lambda = m c w/hbar = {lam:.6f} (dimensionless)")
print(f"rest energy m c^2 = {rest_energy / kev:.4f} keV")
print(f"energy unit hbar c/w = {energy_unit / kev:.4f} keV")
print(f"largest allowed n = {n_max} (dimensionless)")
print(f"number of bound states = {len(levels)} (dimensionless)")
for n in range(n_max + 1):
    print(f"n = {n}: n(2 lambda - n) = {n * (2 * lam - n):.6f} (dimensionless)")
    print(f"n = {n}: |E| from formula = "
          f"{predicted[n] * energy_unit / kev:.4f} keV")
    print(f"n = {n}: |E| from Dirac integration = "
          f"{abs(numerical[n]) * energy_unit / kev:.4f} keV")
    print(f"n = {n}: amplitude decay length = "
          f"{width / (lam - n) / pm:.4f} pm")
print(f"n = {n_max}: distance below threshold = "
      f"{(rest_energy - predicted[-1] * energy_unit) / kev:.4f} keV")
print(f"n = 1: weight ratio upper/lower = {weight_u / weight_v:.6f} "
      "(dimensionless)")
print(f"zero-mode peak density = {peak_density * pm:.5f} per pm")
for case in (0.6, 1.0, 2.3, 3.0):
    print(f"lambda = {case}: bound states found = "
          f"{len(integrated_levels(case))} (dimensionless)")
print("PASS")
```

Running it gives:

```
wall width w = 1.500 pm
reduced Compton length hbar/(m c) = 0.386159 pm
lambda = m c w/hbar = 3.884408 (dimensionless)
rest energy m c^2 = 510.9990 keV
energy unit hbar c/w = 131.5513 keV
largest allowed n = 3 (dimensionless)
number of bound states = 7 (dimensionless)
n = 0: n(2 lambda - n) = 0.000000 (dimensionless)
n = 0: |E| from formula = 0.0000 keV
n = 0: |E| from Dirac integration = 0.0000 keV
n = 0: amplitude decay length = 0.3862 pm
n = 1: n(2 lambda - n) = 6.768815 (dimensionless)
n = 1: |E| from formula = 342.2564 keV
n = 1: |E| from Dirac integration = 342.2564 keV
n = 1: amplitude decay length = 0.5200 pm
n = 2: n(2 lambda - n) = 11.537630 (dimensionless)
n = 2: |E| from formula = 446.8415 keV
n = 2: |E| from Dirac integration = 446.8415 keV
n = 2: amplitude decay length = 0.7960 pm
n = 3: n(2 lambda - n) = 14.306446 (dimensionless)
n = 3: |E| from formula = 497.5779 keV
n = 3: |E| from Dirac integration = 497.5779 keV
n = 3: amplitude decay length = 1.6961 pm
n = 3: distance below threshold = 13.4210 keV
n = 1: weight ratio upper/lower = 1.000000 (dimensionless)
zero-mode peak density = 0.71789 per pm
lambda = 0.6: bound states found = 1 (dimensionless)
lambda = 1.0: bound states found = 1 (dimensionless)
lambda = 2.3: bound states found = 5 (dimensionless)
lambda = 3.0: bound states found = 5 (dimensionless)
PASS
```
